# Log-convex charge loss from independent traps and its use as a test

## 1. The bound on the fractional loss rate

A charge-trap memory cell is programmed by storing electrons in traps inside an insulator. The stored electrons raise the threshold voltage, and as they escape during storage the threshold falls back. Suppose that successive readings show the remaining charge disappearing at a growing fractional rate: a larger percentage of what is left is lost in each hour than in the hour before. A natural first explanation is a collection of many different traps, some emptying quickly and some slowly. The question is whether any choice of traps and emission rates could produce such a curve.

It could not, if the traps are independent, hold one electron each and have constant emission rates. The fast traps empty first, and the charge that remains sits more and more in slow traps. The average loss rate of the remaining charge can therefore fall or stay constant, but it cannot rise. The Cauchy-Schwarz inequality turns this picture into a proof that needs no knowledge of the trap distribution.

### Signal and assumptions

Let $V(t)$ be the mean threshold shift at time $t$, measured from the threshold of the cell with empty traps. The sign is chosen so that stored electrons give a positive shift. There are $N$ traps, labelled $i$. The occupation $n_i$ is 1 for a filled trap and 0 for an empty one, and $p_i(t)$ is its mean. The signal is

$$
V(t)=\sum_{i=1}^{N}w_i\,p_i(t),\qquad w_i\ge 0 .
$$

The weight $w_i$ is the shift produced by one electron in trap $i$. It depends on the position of the trap and is constant in time. The assumptions about emission are these:

- A filled trap $i$ loses its electron at a constant rate $e_i\ge0$, whatever the state of the other traps.
- The electron leaves the signal in a single step and does not return.

The word "mean" refers to an average over many identically prepared cells, or over the random emission instants of one cell. A single cell loses charge in steps, and its fluctuations are treated in the second half.

The fractional loss rate is

$$
r(t)=-\frac{V'(t)}{V(t)}=-\frac{d\ln V}{dt},
$$

where a prime denotes a derivative with respect to time. It is defined while $V>0$. The claim is that $\ln V$ is a convex function of linear time, which is the same as saying that $r$ never rises.

### From random emission to exponential decay

Let $P(\mathbf n,t)$ be the probability of the complete set of occupations $\mathbf n=(n_1,\dots,n_N)$. Write $\mathbf n+\mathbf 1_i$ for the same set with one electron added to trap $i$. A configuration with trap $i$ empty gains probability when that trap empties, and a configuration with trap $i$ filled loses probability. Hence

$$
\frac{dP(\mathbf n)}{dt}=\sum_i e_i\left[(1-n_i)P(\mathbf n+\mathbf 1_i)-n_iP(\mathbf n)\right].
$$

To find the equation for $p_j=\sum_{\mathbf n}n_jP(\mathbf n)$, multiply by $n_j$ and sum over all configurations.

Take first a term with $i\ne j$. In its gain part, set $\mathbf m=\mathbf n+\mathbf 1_i$. Then $m_i=1$ and $m_j=n_j$, so the gain part is $e_i\sum_{\mathbf m}m_jm_iP(\mathbf m)$. The loss part is $-e_i\sum_{\mathbf n}n_jn_iP(\mathbf n)$. The two cancel, as they should: emptying trap $i$ does not change the occupation of trap $j$.

For $i=j$ the gain part contains $n_j(1-n_j)=0$. The loss part contains $n_j^2=n_j$. What remains is

$$
p_j'=-e_jp_j,\qquad p_j(t)=p_j(0)e^{-e_jt}.
$$

No assumption about the initial distribution was used. Programming may leave the occupations of different traps correlated, and the mean still decays in this way. What the derivation uses is that each trap empties at its own constant rate, whatever the state of the others; the initial filling need not be independent.

With $a_i=w_ip_i(0)\ge0$, the signal becomes

$$
V(t)=\sum_i a_ie^{-e_it}.
$$

### The Cauchy-Schwarz step

Let $s_i(t)=a_ie^{-e_it}$ be the signal still carried by trap $i$. The sum is finite and can be differentiated term by term:

$$
V=\sum_i s_i,\qquad V'=-\sum_i e_is_i,\qquad V''=\sum_i e_i^2s_i .
$$

The second derivative has a positive sign because each differentiation supplies a factor $-e_i$.

For two real vectors $\mathbf u$ and $\mathbf v$ with $\mathbf u\ne0$, the sum of squares $\sum_i(v_i-\lambda u_i)^2$ is non-negative for every real $\lambda$. Choose $\lambda=(\mathbf u\cdot\mathbf v)/(\mathbf u\cdot\mathbf u)$ and expand:

$$
0\le \mathbf v\cdot\mathbf v-2\lambda\,\mathbf u\cdot\mathbf v+\lambda^2\,\mathbf u\cdot\mathbf u
=\mathbf v\cdot\mathbf v-\frac{(\mathbf u\cdot\mathbf v)^2}{\mathbf u\cdot\mathbf u}.
$$

This is the Cauchy-Schwarz inequality, $(\mathbf u\cdot\mathbf v)^2\le(\mathbf u\cdot\mathbf u)(\mathbf v\cdot\mathbf v)$. Now set

$$
u_i=\sqrt{s_i},\qquad v_i=e_i\sqrt{s_i}.
$$

These are real because $s_i\ge0$, and this is where the common sign of all contributions enters. The three products are $\mathbf u\cdot\mathbf u=V$, $\mathbf u\cdot\mathbf v=-V'$ and $\mathbf v\cdot\mathbf v=V''$. Therefore

$$
(V')^2\le V\,V'' .
$$

Differentiating $\ln V$ twice gives

$$
\frac{d^2\ln V}{dt^2}=\frac{d}{dt}\frac{V'}{V}=\frac{VV''-(V')^2}{V^2}\ge0 .
$$

So $\ln V$ is convex and $r'=-(\ln V)''\le0$. A rise of $r$ contradicts the assumptions taken together.

### What sets the rate of fall

Define the average of a quantity $f_i$ over the remaining signal as $\langle f\rangle=\sum_i s_if_i/V$. Then $r=\langle e\rangle$ and $V''/V=\langle e^2\rangle$, so that

$$
r'=-\left(\langle e^2\rangle-\langle e\rangle^2\right)=-\operatorname{Var}(e).
$$

The loss rate falls at a speed equal to the variance of the emission rates, weighted by the signal that remains. The variance vanishes when all traps with $a_i>0$ have the same rate. In that case $r$ is constant at all times. If at least two contributing rates differ, the variance is positive at every finite time and $r$ falls strictly.

At $t=0$ the loss rate is the mean of the rates weighted by $a_i$. At long times the slowest contributing trap dominates, and $r$ tends to its rate. If some contributing traps do not empty at all, $V$ tends to a positive constant and $r$ tends to zero.

A continuous distribution of rates with finite total signal obeys the same result for $t>0$. The functions $e^{-et}$, $e\,e^{-et}$ and $e^2e^{-et}$ are then bounded for $e\ge0$, so the integrals converge and may be differentiated under the integral sign. At $t=0$ itself the mean rate may be infinite, so values of $r$ should be compared at positive times only.

### Three readings instead of derivatives

Numerical differentiation amplifies noise, and it is not needed. For readings $V_1,V_2,V_3$ at $t_1<t_2<t_3$, define

$$
R_{12}=\frac{\ln(V_1/V_2)}{t_2-t_1},\qquad
R_{23}=\frac{\ln(V_2/V_3)}{t_3-t_2}.
$$

Since $\ln(V_1/V_2)=\int_{t_1}^{t_2}r\,dt$, the quantity $R_{12}$ is the average of $r$ over the first interval. Because $r$ does not rise, this average is at least $r(t_2)$. By the same argument $R_{23}$ is at most $r(t_2)$. Thus

$$
R_{12}\ge R_{23}.
$$

The spacing may be unequal. Multiplying by both intervals and collecting the terms in $\ln V_2$ gives an equivalent upper limit on the middle reading:

$$
\ln V_2\le\frac{(t_3-t_2)\ln V_1+(t_2-t_1)\ln V_3}{t_3-t_1}.
$$

For equal spacing this reduces to $V_2^2\le V_1V_3$. The middle reading may not lie above the geometric mean of its neighbours.

Two practical properties follow. A common scale factor cancels in the ratios, so the conversion from charge to voltage need not be known if it is constant. A common shift of the clock cancels in the time differences, so the instant of programming need not be known either. The sum of the signals of several cells is again a sum of decaying exponentials with non-negative amplitudes. Pooled mean data therefore obey the bound even if the cells contain different traps.

### Loss per hour and loss per decade

Retention is often plotted against the logarithm of time. The fractional loss rate per decade is

$$
D(t)=-\frac{d\ln V}{d\log_{10}t}=\ln(10)\,t\,r(t).
$$

The factor $t$ removes the guarantee that the quantity falls. A single trap has constant $r=e$, yet its $D=\ln(10)\,et$ grows in proportion to time. In general $d(tr)/dt=r-t\operatorname{Var}(e)$, which can have either sign. A curve that steepens on a logarithmic time axis is therefore not by itself evidence against independent traps. It becomes evidence only if $D$ grows faster than in proportion to $t$, because then $r$ rises. The comparison must use loss per unit of linear time.

### Errors in the zero of the signal

The neutral threshold has to be measured or estimated. Suppose that a constant $b$ is wrongly subtracted, so that the reported signal is $M=V-b>0$. Its loss rate is $r_M=-V'/M$. Since $M'=V'$,

$$
r_M'=\frac{(V')^2-V''(V-b)}{(V-b)^2}.
$$

For $V''>0$, a false rise appears when

$$
b>b_*=V-\frac{(V')^2}{V''}.
$$

The Cauchy-Schwarz result gives $b_*\ge0$. If all contributing traps have the same rate, then $b_*=0$, and any positive error makes the apparent rate rise. In general $b_*/V=\operatorname{Var}(e)/\langle e^2\rangle$, weighted by the signal that remains. A larger error is tolerated only while that signal is still spread over widely different rates. For two equal initial signals with rates 1 and 100 /s, $b_*/V$ is 0.96 at 0.05 s and practically zero at 0.2 s, when the fast trap has emptied.

A positive constant added to the signal behaves like a group of traps with zero rate and cannot cause a false rise. It can, however, hide a true one. With $M=V+c$ and $c>0$,

$$
MM''-(M')^2=VV''-(V')^2+cV'' .
$$

If a process outside the model makes the first difference negative while $V''>0$, a sufficiently large $c$ makes the whole expression positive. Both signs of the zero error therefore matter, for different reasons.

### Rates that change with time

Temperature drift or a changing bias makes the rates functions of time. Each mean occupation then obeys $p_i'=-e_i(t)p_i$, and $s_i'=-e_is_i$. Differentiating $r=\sum_ie_is_i/V$ by the quotient rule gives

$$
r'=\frac{\sum_i e_i's_i-\sum_i e_i^2s_i}{V}-r\frac{V'}{V}
=\langle e'\rangle-\langle e^2\rangle+r^2 .
$$

The last sign is positive because $V'/V=-r$. Hence

$$
r'=\langle e'\rangle-\operatorname{Var}(e).
$$

If no rate increases, $r$ still cannot rise. If $r$ does rise, the mean increase of the rates must exceed their variance.

Consider two equally weighted traps, both filled at the start, with rates $1.0+0.3t$ and $1.5+0.4t$ in 1/s for $t$ in seconds. At 1 s the rates are 1.3 and 1.9 /s, and the mean slope is $\langle e'\rangle=0.337$ /s². The variance is 0.084 /s², so $r'=0.253$ /s² and the loss rate rises. With rates $0.2+0.05t$ and $3.0+0.1t$, the corresponding values are 0.053 and 0.429 /s², and $r'=-0.376$ /s². Both individual rates increase here, but the spread between them wins. A falling $r$ is therefore no proof that the rates are constant.

## 2. Violations, a worked cell and use with data

The signal $V(t)$ is the mean threshold shift measured from the neutral level, and $r=-V'/V$ is its fractional loss rate. For independent single-electron traps with constant rates $e_i$ and non-negative weights, $r'=-\operatorname{Var}(e)\le0$. For three successive readings, the interval averages obey $R_{12}\ge R_{23}$. A wrongly subtracted constant $b$ produces a false rise when it exceeds $b_*=V-(V')^2/V''$.

### Delay in a second trap

Suppose that an electron first moves to a second trap, at rate $k_1$, and leaves from there at rate $k_2$. Both positions have the same weight. Let $d$ and $s$ be the probabilities of finding the electron in the first and second trap:

$$
d'=-k_1d,\qquad s'=k_1d-k_2s .
$$

The signal is proportional to $d+s$, and $(d+s)'=-k_2s$. With $z=s/(d+s)$, the loss rate is $r=k_2z$. The quotient rule gives

$$
z'=k_1(1-z)-k_2z+k_2z^2=(1-z)(k_1-k_2z).
$$

Starting from $z=0$, the fraction $z$ rises towards the smaller of 1 and $k_1/k_2$. The loss rate rises from zero towards the smaller of $k_1$ and $k_2$. For $k_1=k_2=1$ /s the solution is $d=e^{-t}$ and $s=te^{-t}$, with $t$ in seconds, so $r=t/(1+t)$ in 1/s. It grows from 0.091 /s at 0.1 s to 0.500 /s at 1 s. Both rates are constant; what fails is escape in a single step.

### Two electrons in one trap

Let a doubly filled trap lose its first electron at rate $a$ and its second at rate $b_2$. If $P_2$ and $P_1$ are the probabilities of double and single occupation,

$$
P_2'=-aP_2,\qquad P_1'=aP_2-b_2P_1,\qquad
r=\frac{aP_2+b_2P_1}{2P_2+P_1}.
$$

Set $y=P_1/P_2$, which starts at zero. Then

$$
r=\frac{a+b_2y}{2+y},\qquad \frac{dr}{dy}=\frac{2b_2-a}{(2+y)^2},\qquad
y'=a+(a-b_2)y .
$$

For $a\ge b_2$ the last expression is positive. For $a<b_2$, $y$ rises towards $a/(b_2-a)$ without crossing it. In both cases $y$ increases, so $r$ rises at all times if $a<2b_2$ and falls if $a>2b_2$. The initial slope is $r'(0)=a(2b_2-a)/4$.

The boundary $a=2b_2$ describes two electrons that leave independently at rate $b_2$ each. Repulsion that speeds up the first departure beyond this value makes $r$ fall. For $a=4$ and $b_2=1$ /s, $r$ drops from 1.81 /s at 0.1 s to 1.07 /s at 1 s. For $a=1$ and $b_2=2$ /s it rises from 0.57 to 0.86 /s. The first pair shows a process outside the model that still passes the test.

### Charge of opposite sign

Let electrons give the signal $e^{-t}$ and let a fixed positive charge subtract 0.3, in units of the initial electron signal and with $t$ in seconds. Then $r=e^{-t}/(e^{-t}-0.3)$ in 1/s. It rises from 1.50 /s at 0.1 s to 5.42 /s at 1 s and diverges where the net signal crosses zero. The algebra is that of a wrong zero. Holes that arrive from the silicon and annihilate stored electrons at once, without being stored themselves, are different. If this happens to each electron independently and at a constant rate, it is a parallel exit for that electron, its rate adds to $e_i$, and the bound survives.

### A thin-oxide nitride cell

The example is a silicon-nitride layer between a tunnel oxide and a blocking oxide, with electrons tunnelling from the traps directly into silicon. The parameters are rough typical values:

- Tunnel oxide, nitride and blocking oxide are 2, 6 and 5 nm thick.
- Relative permittivities are $\varepsilon_{\rm ox}=3.9$ and $\varepsilon_{\rm N}=7.5$.
- Tunnelling masses are 0.42 (oxide) and 0.40 (nitride) electron masses.
- All traps lie $E_t=1.8$ eV below the nitride conduction band, whose edge is 1.05 eV below that of the oxide and 2.10 eV above that of silicon.
- The density of filled traps is $n=6\times10^{18}$ cm⁻³, uniform at the start, and the attempt rate is $\nu=10^{13}$ /s.

The trap level is $2.10-1.80=0.30$ eV above the silicon band edge, so final states are available. In the semiclassical approximation without an electric field, the decay constant is $\sqrt{2m\phi}/\hbar$ for mass $m$ and barrier $\phi$. With $\phi=2.85$ eV in the oxide and 1.8 eV in the nitride, this gives $\kappa_{\rm ox}=5.605$ /nm and $\kappa=4.347$ /nm. A trap at distance $x$ from the tunnel oxide has the rate

$$
e(x)=e_0e^{-2\kappa x},\qquad
e_0=\nu e^{-2\kappa_{\rm ox}(2\ {\rm nm})}=1.83\times10^3\ {\rm /s}.
$$

To find the weight, hold the field at the silicon fixed. A sheet of stored charge then requires an extra displacement between itself and the gate. The extra gate voltage is the sheet charge divided by $\varepsilon_0$, times

$$
g(x)=\frac{6\ {\rm nm}-x}{\varepsilon_{\rm N}}+\frac{5\ {\rm nm}}{\varepsilon_{\rm ox}} .
$$

With elementary charge $q$, the signal is $V=(qn/\varepsilon_0)\int g\,e^{-e(x)t}dx$. The prefactor is 0.1086 V/nm² and the initial integral is $2.40+7.69=10.09$ nm², so $V(0)=1.096$ V. Summing over 240 equal layers of nitride gives the following values.

| Time (s) | $V$ (V) | $r$ (1/s) | $D$ (%) |
|---|---|---|---|
| $1$ | 0.892 | $2.74\times10^{-2}$ | 6.3 |
| $10^2$ | 0.781 | $3.02\times10^{-4}$ | 6.9 |
| $10^4$ | 0.675 | $3.36\times10^{-6}$ | 7.7 |
| $10^6$ | 0.572 | $3.81\times10^{-8}$ | 8.8 |
| $10^8$ | 0.474 | $4.41\times10^{-10}$ | 10.2 |

The loss rate $r$ falls throughout, while the fractional loss rate per decade $D$ rises. The interval averages between successive rows also fall: $1.34\times10^{-3}$, $1.48\times10^{-5}$, $1.66\times10^{-7}$ and $1.91\times10^{-9}$ /s.

The cause is a tunnelling front that moves logarithmically. Let $A=-dV/d\ln t$ and substitute $u=e(x)t$, for which $|dx|=du/(2\kappa u)$:

$$
A=\frac{qn}{\varepsilon_0}\int g\,e(x)t\,e^{-e(x)t}dx
\simeq\frac{qn}{2\kappa\varepsilon_0}\int_0^\infty g\,e^{-u}du .
$$

The limits 0 and $\infty$ are accurate while the front is far from both edges of the nitride. Here $x=[\ln(e_0t)-\ln u]/(2\kappa)$, and $\int_0^\infty e^{-u}\ln u\,du=-\gamma$, with Euler's constant $\gamma\simeq0.577$. Because $g$ is linear in $x$, its average is its value at the average position:

$$
A=\frac{qn\,g(x_f)}{2\kappa\varepsilon_0},\qquad
x_f=\frac{\ln(e_0t)+\gamma}{2\kappa}.
$$

At $10^6$ s, $x_f=2.52$ nm and $A=21.8$ mV, or 50 mV per decade. Since $r=A/(tV)$, the factor $1/t$ dominates its fall.

The rise of $D=\ln(10)A/V$ follows from $d(A/V)/d\ln t=(A^2+\dot AV)/V^2$, where $\dot A=dA/d\ln t=-qn/(4\kappa^2\varepsilon_{\rm N}\varepsilon_0)$. At $10^6$ s, $A^2=4.8\times10^{-4}$ V² exceeds $|\dot A|V=1.1\times10^{-4}$ V². The remaining signal shrinks faster, in relative terms, than the loss per decade.

At the same time $b_*=0.551$ V, which is 96% of the signal. A local false rise would need a zero error of that size in this broad distribution of rates.

### Effects left out of the example

**Field of the stored charge.** With gate and silicon at equal potential, the initial tunnel-oxide field is $V(0)/(\varepsilon_{\rm ox}L)=1.08$ MV/cm, where $L=2.595$ nm is the sum of thickness over permittivity for the whole stack. This field raises the initial rate at $x=2$ nm by a factor of 2.6. A mean-field simulation recomputed the charge profile, field and semiclassical rates at 40 steps per decade from $10^{-6}$ to $10^8$ s. The final shift is 0.458 V instead of 0.474 V, a change of −16 mV. The loss rate still falls from 1 s onwards.

**Thermal emission and return.** The estimate $\nu e^{-E_t/k_BT}t$, with Boltzmann constant $k_B$ and temperature $T$, gives $6\times10^{-10}$ emissions per trap in $10^8$ s at 300 K and $5\times10^{-5}$ at 358 K. One emission would be expected for depths of 1.25 and 1.49 eV, respectively. These are zero-field values. The stored charge gives a nitride field of up to 0.56 MV/cm at the start and 0.24 MV/cm at $10^8$ s. If the empty trap attracts the electron by a Coulomb force, Poole-Frenkel lowering at the later field reaches 0.13 to 0.18 eV for permittivities of 7.5 to 4. It raises the average over the traps still filled at 358 K to between $10^{-3}$ and $4\times10^{-3}$, which is still small. For a Fermi level at the silicon band edge, detailed balance gives a ratio of return to emission of $e^{-0.30\,{\rm eV}/k_BT}$, or $9\times10^{-6}$ at 300 K. Leakage to the gate from the far nitride interface amounts to $5\times10^{-4}$ emissions per trap in $10^8$ s without a field, and to about $10^{-3}$ in the field of the stored charge.

**Hopping between traps.** For random positions, the probability of no neighbour within distance $R$ is $\exp(-4\pi nR^3/3)$. Integrating over $R$ gives a mean nearest-neighbour distance of 3.05 nm in an unbounded medium. In a film only 6 nm thick the sphere is cut by the interfaces and the mean is 3.37 nm, which changes the two numbers below to about 2 /s and 0.49 eV. Without thermal activation the hop rate $\nu e^{-2\kappa(3.05\ {\rm nm})}$ would be 31 /s, which is far from negligible. An activation energy of 0.56 eV reduces it to one hop in $10^8$ s at 300 K. Neglecting hops requires more, because the rate is exponential in distance: the closest 5% of traps have a neighbour within 1.3 nm and need 0.96 eV or more. Hops break the assumption of escape in a single step and speed up the loss, by roughly 75 mV at $10^8$ s for symmetric hops with 0.56 eV, so the example assumes that they are suppressed. They need not make $r$ rise. If hops between two traps have the same rate in both directions, the mean occupations obey $\mathbf p'=-K\mathbf p$ with a symmetric matrix $K$. For equal weights and uniform filling the signal is then $\sum_j(\mathbf u_j\cdot\mathbf 1)^2e^{-\lambda_jt}$ up to a factor, with eigenvalues $\lambda_j$ and eigenvectors $\mathbf u_j$ of $K$, and the bound still holds. The one-way transfer described above is a different case. The argument does not cover the example exactly: its weights are unequal, which in other arrangements lets symmetric hops raise $r$, and the field of the stored charge tilts a 3 nm hop by up to 3 to 6 $k_BT$ at 300 K. With 0.56 eV this tilt adds about 7 mV to the loss at $10^8$ s, and $r$ still falls between $10^2$ and $10^8$ s.

### Relation to real cells

The dimensions resemble a thin-oxide nitride memory. Real nitride has a spread of trap depths, roughly 1 to 2 eV, and its initial filling need not be uniform. The attempt rate is uncertain by orders of magnitude. Since $V$ depends on $\nu t$, a tenfold larger $\nu$ lowers the shift near $10^6$ s by about 50 mV, all else fixed. The constancy of the rates is broken by the stored charge, at a cost of 16 mV here. Retrapping is not quantified and could matter more. Silicon band bending and the work-function difference are also left out, so the table is not a lifetime prediction.

### Counting noise and a decision rule

A cell of 50 nm by 50 nm starts with 90 electrons in this example. Random trap positions and exponentially distributed emission times were drawn for 20,000 such cells, without readout noise. At readings of 1, 2 and $3\times10^6$ s, 36% of single cells show $R_{23}>R_{12}$, although every cell obeys the model. The reason is the small number of events: on average about 1.2 electrons leave in the first interval and 0.7 in the second.

Pooling reduces this noise. Let $m_k$ be the model mean of reading $k$, and let $\sigma$ be the standard deviation over cells of $V_1/m_1-2V_2/m_2+V_3/m_3$, the linearized form of $\ln(V_1V_3/V_2^2)$. Averaging $N_c$ cells reduces $\sigma$ by $\sqrt{N_c}$. Requiring the mean convexity $\ln(m_1m_3/m_2^2)$ to be three standard deviations gives 73 to 74 cells for these readings, the last digit being limited by sampling.

For measured data, let $\tau_1=t_2-t_1$ and $\tau_2=t_3-t_2$, and form $S=R_{23}-R_{12}$ from the pooled means. If the readings have small independent errors $\sigma_k$, differentiation of the logarithms gives

$$
\sigma_S^2=\frac{\sigma_1^2}{V_1^2\tau_1^2}
+\frac{\sigma_2^2}{V_2^2}\left(\frac1{\tau_1}+\frac1{\tau_2}\right)^2
+\frac{\sigma_3^2}{V_3^2\tau_2^2}.
$$

Repeated readings of the same cells share their emission history, so their errors are correlated. The uncertainty should then come from the scatter of the linearized $S$ between cells, divided by $\sqrt{N_c}$. The zero error is common to all readings and needs a separate calculation: repeat $S$ over the credible range of the neutral level.

If $S$ remains positive beyond these uncertainties, at least one assumption has failed. Temperature and bias records test for changing rates; a rise of $r$ does not in general distinguish these from delayed escape, multiple occupation or opposite charge. Some features narrow the choice: a signal that crosses zero points to opposite charge or a wrong zero, and one kind of two-electron trap takes $r$ from $a/2$ to the smaller of $a$ and $b_2$, a rise by at most a factor of 2. If $S$ is negative or unresolved, the model has not been ruled out, and it has not been established either.
